# Coupled plasmon–phonon modes under a polar oxide of finite thickness

## 1. Definitions and conventions

Hartree atomic units are used in the formulas, so the electron has charge $-1$ and Gauss's law reads $\nabla\cdot\mathbf D=4\pi\rho$. The $z$ axis points from the semiconductor to the gate.

- $z<0$: semiconductor with constant permittivity $\epsilon_s$. It holds an electron sheet of density $n$ and mass $m$ at $z=-d$.
- $0<z<t$: polar oxide with permittivity $\epsilon_o(\omega)$.
- $z>t$: metal gate with permittivity $\epsilon_g=1-\omega_g^2/\omega^2$.

The oxide has one polar phonon,
$$\epsilon_o(\omega)=\epsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},\qquad \epsilon_0\equiv\epsilon_o(0)=\epsilon_\infty\frac{\omega_L^2}{\omega_T^2}.$$
Squared frequencies occur so often that they get their own letters:
$$x=\omega^2,\quad T=\omega_T^2,\quad L=\omega_L^2,\quad W=\omega_g^2 .$$
Thicknesses enter through
$$\tau=\tanh qt,\qquad C=\coth qt=1/\tau,\qquad \delta=\tanh qd .$$

All fields vary as $e^{i(qy-\omega t')}$ along the layers, with $t'$ the time. Retardation and damping are neglected, the bulk permittivities are local, and the sheet has no thickness of its own. It is treated first as a cold fluid; Section 7 replaces this by the random-phase approximation (RPA).

## 2. Carrying the gate response down to the sheet

Without free charge, and where $\epsilon\ne0$, the potential obeys $\phi''=q^2\phi$ inside each layer. Define the upward surface permittivity
$$Y(z)=-\frac{\epsilon\,\phi'(z)}{q\,\phi(z)} .$$
Both $\phi$ and $\epsilon\phi'$ are continuous at an uncharged interface, and so is $Y$. In the semi-infinite gate $\phi\propto e^{-qz}$, which gives $Y(t)=\epsilon_g$.

Consider a layer of permittivity $\epsilon$ and thickness $h$ whose bottom is at $z_0$. Write $\phi=\cosh q(z-z_0)+\beta\sinh q(z-z_0)$. At the bottom $Y_b=-\epsilon\beta$. At the top, with $\theta=\tanh qh$,
$$Y=-\epsilon\,\frac{\theta+\beta}{1+\beta\theta}\;\Rightarrow\;\beta(\epsilon+Y\theta)=-(Y+\epsilon\theta)\;\Rightarrow\; Y_b=\epsilon\,\frac{Y+\epsilon\theta}{\epsilon+Y\theta}.$$
Applied to the oxide and then to the semiconductor spacer above the sheet, this gives
$$Y_0=\epsilon_o\frac{\epsilon_g+\epsilon_o\tau}{\epsilon_o+\epsilon_g\tau},\qquad Y_{-d}=\epsilon_s\frac{Y_0+\epsilon_s\delta}{\epsilon_s+Y_0\delta}.$$

## 3. The sheet closes the problem

The force on an electron is $+\nabla\phi$. Newton's law, $-i\omega m v=iq\phi$, gives $v=-q\phi/(m\omega)$. Continuity, $-i\omega\,\delta n+iqnv=0$, then gives $\delta n=-nq^2\phi/(m\omega^2)$. The induced charge per area is
$$\sigma=-\delta n=\frac{nq^2}{m\omega^2}\,\phi .$$

Just above the sheet $D_z=q\phi Y_{-d}$. Below it $\phi\propto e^{q(z+d)}$, so $D_z=-\epsilon_sq\phi$. With an external charge $\sigma_{\rm ext}$ in the sheet, Gauss's law gives $q\phi(\epsilon_s+Y_{-d})=4\pi(\sigma+\sigma_{\rm ext})$, or
$$\phi=\frac{4\pi\sigma_{\rm ext}}{qE},\qquad E=E_0-\frac{P}{x},\qquad P=\frac{4\pi nq}{m}.$$
Here $E_0=\epsilon_s+Y_{-d}$. Putting both terms over one denominator,
$$E_0=\epsilon_s\frac{\epsilon_s+Y_0\delta+Y_0+\epsilon_s\delta}{\epsilon_s+\delta Y_0}=\kappa\,\frac{\epsilon_s+Y_0}{\epsilon_s+\delta Y_0},\qquad \kappa=\epsilon_s(1+\delta).$$
A free oscillation needs no external charge, so the modes with a nonzero potential at the sheet are the solutions of $E=0$. Bulk oscillations that leave the sheet at zero potential are not considered.

To count them, write $\epsilon_o=a/b$ and $\epsilon_g=g/x$ with $a=\epsilon_\infty(L-x)$, $b=T-x$, $g=x-W$. Then $Y_0=U/V$, where
$$U=a(gb+\tau ax),\qquad V=b(ax+\tau gb),$$
and $E=0$ becomes
$$N(x)\equiv x\kappa(\epsilon_sV+U)-P(\epsilon_sV+\delta U)=0 .$$
Both $U$ and $V$ are cubic in $x$, so $N$ is quartic. The four modes derive from the channel plasmon, one phonon at each oxide face, and the gate plasmon.

## 4. Ideal gate: the coupled mode equation

For $W\to\infty$ the gate permittivity diverges and $Y_0\to C\epsilon_o$. Multiply numerator and denominator of $E_0$ by $T-x$. The numerator becomes
$$\epsilon_s(T-x)+C\epsilon_\infty(L-x)=(\epsilon_s+C\epsilon_\infty)(S-x),$$
and the denominator follows by replacing $C$ with $C\delta$. Hence
$$E_0=A\,\frac{x-S}{x-D},\qquad A=\kappa\,\frac{\epsilon_s+C\epsilon_\infty}{\epsilon_s+C\delta\epsilon_\infty},$$
$$S=\frac{\epsilon_sT+C\epsilon_\infty L}{\epsilon_s+C\epsilon_\infty},\qquad D=\frac{\epsilon_sT+C\delta\epsilon_\infty L}{\epsilon_s+C\delta\epsilon_\infty}.$$

With $p=P/A$, the condition $E=0$ reads $x(x-S)=p(x-D)$, that is $x^2-(S+p)x+pD=0$. Adding $p(S-D)$ to both sides completes the product:
$$\boxed{(\omega^2-\omega_S^2)(\omega^2-\omega_p^2)=\omega_p^2(\omega_S^2-\omega_D^2)}$$
with $\omega_S^2=S$, $\omega_D^2=D$, $\omega_p^2=p$.

Each frequency has a direct meaning. For $n=0$ the condition is $E_0=0$, so $\omega_S$ is the interface phonon without electrons; it does not depend on $d$. For $P\to\infty$ a mode at finite frequency needs $E_0\to\infty$, so $\omega_D$ is the phonon when the sheet screens perfectly. If the ions cannot follow, $\epsilon_o=\epsilon_\infty$ and $E_0=A$, so $\omega_p$ is the plasmon with clamped ions.

The coupling is positive. Writing $S$ and $D$ as $T$ plus a remainder gives
$$S-D=(L-T)\,\frac{\epsilon_s\,C\epsilon_\infty(1-\delta)}{(\epsilon_s+C\epsilon_\infty)(\epsilon_s+C\delta\epsilon_\infty)}>0 .$$
It fades as the sheet is moved away, because $\delta\to1$. The roots are
$$x_\pm=\tfrac12\Big[S+p\pm\sqrt{(S+p)^2-4pD}\Big].$$
The polynomial $x^2-(S+p)x+pD$ equals $-D(S-D)$ at $x=D$ and $-p(S-D)$ at both $x=S$ and $x=p$. All three values are negative, so $D$, $S$ and $p$ lie between the roots: the modes repel. At resonance, $p=S$, the mode equation gives $x_\pm=S\pm\sqrt{p(S-D)}$.

## 5. What the oxide thickness does

A thinner oxide has a larger $C$. This raises $S$, since the weight of $L$ in it grows, and it raises $A$, which lowers $\omega_p$ at fixed $q$. The gate therefore stiffens the interface phonon and softens the plasmon.

The coupled modes obey a simple sign rule. At fixed frequency,
$$\frac{\partial E_0}{\partial C}=\kappa\,\frac{\epsilon_s\epsilon_o(1-\delta)}{(\epsilon_s+C\delta\epsilon_o)^2},$$
which has the sign of $\epsilon_o(\omega)$. At fixed $C$,
$$\frac{\partial E}{\partial x}=\frac{A(S-D)}{(x-D)^2}+\frac{P}{x^2}>0 .$$
Along a mode $dx/dC=-(\partial E/\partial C)/(\partial E/\partial x)$. Thinning the oxide thus lowers a mode where $\epsilon_o>0$, below $\omega_T$ or above $\omega_L$, and raises it where $\epsilon_o<0$, between them. For thick oxides the change is exponentially small, since $C-1\approx2e^{-2qt}$.

At two frequencies thickness drops out:

- At $\omega_L$, $\epsilon_o=0$ and $E_0=\kappa$. The curves for all $t$ pass through the wavenumber where $P=\kappa L$. The oxide carries no displacement, so the sheet does not sense the gate.
- At $\omega_T$, $\epsilon_o\to\infty$ and $E_0=\kappa/\delta$. The curves cross where $\delta P=\kappa T$. The oxide itself acts as a perfect conductor and hides the gate.

## 6. Long waves

**With a gate.** For $q\to0$ at fixed $t$, $C\approx1/(qt)$ and $\delta\approx qd$. The lower mode has $\omega\to0$, so $\epsilon_o\to\epsilon_0$ and
$$E_0\to\epsilon_s\,\frac{\epsilon_0/(qt)}{\epsilon_s+\epsilon_0d/t}=\frac{1}{q\ell},\qquad \ell=\frac t{\epsilon_0}+\frac d{\epsilon_s}.$$
Here $\epsilon_s$ was dropped beside $C\epsilon_0$, which requires $qt\ll\epsilon_0/\epsilon_s$. Then $E=0$ gives $x=Pq\ell$:
$$\omega=sq,\qquad s^2=\frac{4\pi n\ell}{m}.$$
The dispersion is acoustic because the gate's image charge cancels the long-range part of the Coulomb force. The length $\ell$ is that of two capacitors in series. The spacer may be neglected only if $d/\epsilon_s\ll t/\epsilon_0$; this is stricter than $d\ll t$ by the factor $\epsilon_0/\epsilon_s$ when the oxide has the higher static permittivity. The upper mode tends to $\omega_L$, because $S\to L$ and $p\to0$.

**Without a gate.** If $t\to\infty$ first, $C=1$. Then $q\to0$ gives $E_0(0)=\epsilon_s+\epsilon_0$ and
$$\omega^2=\frac{4\pi nq}{m(\epsilon_s+\epsilon_0)},$$
a square-root law. The upper mode tends to the ungated interface phonon, with $x=(\epsilon_sT+\epsilon_\infty L)/(\epsilon_s+\epsilon_\infty)$. The limits $q\to0$ and $t\to\infty$ do not commute, since $C$ depends on their product.

## 7. Beyond the cold fluid

The cold fluid omits the Fermi velocity $v_F=k_F/m$, with $k_F^2=2\pi n$ for one valley and two spins. In the RPA at zero temperature, $\sigma=\Pi\phi$, and $P/x$ in $E$ is replaced by $4\pi\Pi/q$. First-order perturbation theory for a potential energy $-\phi$ gives
$$\Pi=2\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$
Relabelling $\mathbf k\to-\mathbf k-\mathbf q$ in the second term leaves $f_{\mathbf k}\,[(\omega-\alpha)^{-1}-(\omega+\alpha)^{-1}]$, where $\alpha=(q^2/2+kq\cos\vartheta)/m$. Let $\Omega_\pm=\omega\pm q^2/2m$. Above the electron–hole continuum the angular averages are $[\Omega_\mp^2-(kq/m)^2]^{-1/2}$, and the radial integral is
$$\frac1\pi\int_0^{k_F}\!\frac{k\,dk}{\sqrt{\Omega^2-k^2q^2/m^2}}=\frac{m^2}{\pi q^2}\Big[\Omega-\sqrt{\Omega^2-q^2v_F^2}\Big].$$
Subtracting the two terms, with $\nu_\pm=\Omega_\pm/(qv_F)$,
$$\Pi=\frac m\pi\Big\{\frac{k_F}{q}\Big[\sqrt{\nu_+^2-1}-\sqrt{\nu_-^2-1}\Big]-1\Big\}.$$
The continuum ends at $\nu_-=1$, or $\omega=qv_F+q^2/2m$. For $q<2k_F$, a mode below that edge can decay into electron–hole pairs.

Let $\nu=\omega/(qv_F)$. For $q\ll k_F$, and far enough above the continuum that $\nu-1\gg q/(2k_F)$, the bracket becomes a derivative and
$$\Pi\to\frac m\pi\Big[\frac{\nu}{\sqrt{\nu^2-1}}-1\Big].$$
For $\nu\gg1$ this is $m/(2\pi\nu^2)=nq^2/(m\omega^2)$, the cold result. The gated long-wave condition $1/(q\ell)=4\pi\Pi/q$ now reads
$$\frac{\nu}{\sqrt{\nu^2-1}}=1+r,\qquad r=\frac1{4m\ell}.$$
Squaring and solving for $\nu$ gives
$$s_{\rm RPA}=v_F\frac{1+r}{\sqrt{r(2+r)}},\qquad \frac{s_{\rm RPA}^2}{s^2}=\frac{2(1+r)^2}{2+r}\approx1+\tfrac32r .$$
The second formula uses $s^2=2m\ell v_F^2=v_F^2/(2r)$. Since $(1+r)^2>r(2+r)$, the RPA velocity stays above $v_F$, while the cold one falls below it for $r>1/2$. The cold fluid needs $r\ll1$, or $\ell\gg1/(4m)$. The density has cancelled, so adding electrons does not rescue the cold fluid under a thin oxide.

## 8. Coupling to a charge in the channel

The interaction between test charges in the sheet is $4\pi/(qE)$. Exchange of a boson of frequency $\omega_i$ and matrix element $M$ in an area $\mathcal A$ contributes $|M|^2\mathcal A\,[(\omega-\omega_i)^{-1}-(\omega+\omega_i)^{-1}]$. Matching the poles at $\omega_i$, with $\partial E/\partial\omega=2\omega\,\partial E/\partial x$,
$$|M|^2\mathcal A=\frac{4\pi}{q}\Big(\frac{\partial E}{\partial\omega}\Big)^{-1}=\frac{2\pi R}{q\,\omega_i},\qquad R=\Big(\frac{\partial E}{\partial x}\Big)^{-1}.$$
For the ideal gate $E=A(x-x_+)(x-x_-)/[x(x-D)]$, so
$$R_\pm=\frac{x_\pm(x_\pm-D)}{A(x_\pm-x_\mp)} .$$
Both are positive because $x_-<D<x_+$. This is the coupling to the full mode, electrons included. A mobility would also require damping and a separation of momentum lost to the lattice from momentum kept by the electrons.

**The phonon at the gate.** For large but finite $W$ there is also a root near $T$. Let $a_T=\epsilon_\infty(L-T)$. To leading order $g=-W$ and $U=0$, which gives
$$b=T-x\approx\frac{\tau a_TT}{W},\qquad V\approx b\,a_TT(1-\tau^2).$$
The exact condition $N=0$ fixes the small remainder of $U$:
$$U=-\epsilon_sV\,\frac{\kappa T-P}{\kappa T-\delta P}\;\Rightarrow\;\epsilon_sV+\delta U=\epsilon_sV\,\frac{\kappa T(1-\delta)}{\kappa T-\delta P}.$$
Since $E=N/[x(\epsilon_sV+\delta U)]$, we have $R=x(\epsilon_sV+\delta U)/N'$, with $N'\approx(\kappa T-\delta P)\,a_TW$. Inserting $V$ and $\kappa(1-\delta)=\epsilon_s(1-\delta^2)$,
$$R\approx\frac{\epsilon_s^2(1-\delta^2)\,\tau(1-\tau^2)\,a_TT^2}{W^2(\kappa-\delta P/T)^2}.$$
For this local gate the shift from $\omega_T$ falls as $1/\omega_g^2$ and the squared coupling as $1/\omega_g^4$; a finite screening length in the metal changes both (Section 9). The expansion fails near $\delta P=\kappa T$, where a channel mode also reaches $\omega_T$. Elsewhere an ideal gate leaves two finite-frequency modes that couple to the sheet; the gate-side phonon stays at $\omega_T$ but decouples. The gate plasmon moves to infinite frequency but does not decouple: its $|M|^2\mathcal A$ grows as $\omega_g$, so its low-frequency contribution to the interaction, $-2|M|^2\mathcal A/\omega_i$, stays finite. This is the instantaneous image screening by the gate, already contained in $A$.

## 9. Worked example

Take round model parameters: $\epsilon_s=12$, $\epsilon_\infty=5$, $\hbar\omega_T=20$ meV, $\hbar\omega_L=40$ meV (hence $\epsilon_0=20$), $m=0.4$, $n=3\times10^{12}$ cm$^{-2}$ and $d=1$ nm.

**One point in full.** At $q=0.10$ nm$^{-1}$ and $t=5$ nm, $qt=0.5$ and $C=2.164$. In meV$^2$,
$$S=\frac{12\cdot400+2.164\cdot5\cdot1600}{12+2.164\cdot5}\approx969,$$
so $\hbar\omega_S=31.13$ meV. With $\hbar\omega_p=21.19$ and $\hbar\omega_D=22.34$ meV, $p\approx449$ and $D\approx499$. Then
$$x_\pm\approx\tfrac12\Big[1418\pm\sqrt{1418^2-4\cdot449\cdot499}\Big]\approx1237,\ 181,$$
and the modes lie at 35.17 and 13.46 meV.

**Effect of thickness.** Energies are in meV, lower and upper mode, at $q=0.10$ nm$^{-1}$:

| $t$ | cold | RPA |
|---|---|---|
| 2 nm | 11.6, 37.2 | 13.5, 37.3 |
| 5 nm | 13.5, 35.2 | 14.9, 35.4 |
| no gate | 15.4, 33.1 | 16.4, 33.4 |

The lower mode lies below $\omega_T$ and falls as the oxide thins; the upper lies between $\omega_T$ and $\omega_L$ and rises, as the sign rule requires. The 2 nm oxide lowers the lower mode by 25% of its ungated value in the cold fluid, but by 18% in the RPA. The relative shifts are larger at $q=0.02$ nm$^{-1}$, where the cold modes move from 7.8 and 28.5 meV without a gate to 2.7 and 38.8 meV at 2 nm.

**Velocities.** For $t=2$ nm, $\ell=2/20+1/12=0.183$ nm. The spacer supplies almost half of it, although the oxide is twice as thick. Here $r=0.18$, and the velocity is 209 km/s in the cold fluid and 236 km/s in the RPA, 13% higher. For $t=5$ nm, $r=0.10$ and the values are 282 and 303 km/s. The Fermi velocity is 126 km/s. Two limits apply to all RPA numbers here. The Fermi energy is only 18 meV (208 K), so they describe low temperatures: at 77 K the lower mode at $t=2$ nm, $q=0.10$ nm$^{-1}$ has already moved from 13.5 to about 14.5 meV, and at 300 K it is no longer sharp. Also $r_s\approx2$, so exchange, which the RPA omits, is not small: an adiabatic estimate with the gate-screened interaction lowers the 2 nm velocity to about 220 km/s.

**Crossings.** The cold curves meet at $\omega_L$ for $q=0.227$ nm$^{-1}$, where the continuum ends at 23.7 meV. They meet at $\omega_T$ for $q=0.242$ nm$^{-1}$, where the edge is 25.6 meV; that point lies inside the continuum, so the cold fluid has failed there. The argument of Section 5 holds in the RPA with $P/x$ replaced by $4\pi\Pi/q$, and both crossings survive at smaller wavenumbers: at $\omega_L$ for $q=0.192$ nm$^{-1}$ (edge 19.4 meV) and at $\omega_T$ for $q=0.173$ nm$^{-1}$ (edge 17.2 meV). Both lie above the continuum and are sharp at zero temperature.

**Couplings.** At $q=0.10$ nm$^{-1}$ the cold $|M|^2\mathcal A$ of the upper mode falls from 0.125 eV$^2$ nm$^2$ without a gate to 0.062 at 2 nm. That of the lower mode falls from 0.019 to 0.012. At this wavenumber the nearby gate weakens both.

**A local Drude gate.** With $\hbar\omega_g=5$ eV and $t=5$ nm, the two channel modes agree with the ideal-gate values to the digits quoted above. The gate-side phonon lies 1.1 µeV below $\omega_T$, with $|M|^2\mathcal A\approx3\times10^{-9}$ eV$^2$ nm$^2$. Doubling $\omega_g$ divides the shift by 4.00 and the squared coupling by 16.0. These numbers belong to the local model, not to a real metal. A free-electron gate with $\hbar\omega_g=5$ eV has a Thomas–Fermi length $\lambda\approx0.07$ nm, and at phonon frequencies $Y(t)\approx1/(q\lambda)\approx+140$ replaces $\epsilon_g\approx-6\times10^4$. In a hydrodynamic model with a hard wall the cold channel modes then lie at 14.3 and 35.2 meV, and the gate-side phonon about 0.5 meV above $\omega_T$ with $|M|^2\mathcal A\approx6\times10^{-4}$ eV$^2$ nm$^2$. At long waves $\lambda$ adds to $\ell$, which raises the cold velocity for $t=2$ nm from 209 to 247 km/s. The effective $\lambda$ of a real gate depends on the metal–oxide interface.

**Numerical check.** The layers were also treated as explicit charged oscillators coupled by a discretized Poisson equation and diagonalized, without the exponential solutions or the mode equation. For the ideal gate, at two thicknesses and two wavenumbers, $\omega^2$ agreed with the closed forms to $3\times10^{-5}$ and the residues to $7\times10^{-5}$, relative to the closed forms. A soft gate with $\hbar\omega_g=120$ meV, whose response matters, agreed equally well with the quartic. The remaining values are in the numerical output.

## Computed results

```
eps_s=12, eps_inf=5, eps_0=20.0
wT=20.0 meV, wL=40.0 meV
m=0.4 m_e, n=3.00e+12 cm^-2
depth d=1.0 nm, k_F=0.4342 nm^-1
v_F=125.7 km/s
ungated interface phonon: 27.44 meV
Modes in meV, ideal gate (t=inf: no gate)
q=0.02 nm^-1, continuum edge 1.69
 t=2 nm: wS=38.66 wp=4.23 wD=24.64
  cold 2.68, 38.80; RPA 3.05, 38.80
 t=5 nm: wS=36.99 wp=5.95 wD=22.19
  cold 3.54, 37.30; RPA 3.82, 37.30
 t=inf nm: wS=27.44 wp=10.97 wD=20.25
  cold 7.79, 28.51; RPA 7.91, 28.51
q=0.05 nm^-1, continuum edge 4.37
 t=2 nm: wS=36.99 wp=9.79 wD=24.64
  cold 6.39, 37.73; RPA 7.32, 37.73
 t=5 nm: wS=34.00 wp=12.84 wD=22.23
  cold 8.05, 35.44; RPA 8.77, 35.45
 t=inf nm: wS=27.44 wp=17.20 wD=20.60
  cold 11.74, 30.18; RPA 12.17, 30.22
q=0.10 nm^-1, continuum edge 9.22
 t=2 nm: wS=34.85 wp=17.46 wD=24.67
  cold 11.57, 37.22; RPA 13.45, 37.32
 t=5 nm: wS=31.13 wp=21.19 wD=22.34
  cold 13.46, 35.17; RPA 14.87, 35.37
 t=inf nm: wS=27.44 wp=24.00 wD=21.16
  cold 15.36, 33.06; RPA 16.36, 33.39
Long-wave velocity of the gated lower mode
 t=2 nm: ell=0.1833 nm, r=0.1804, cold 209.2, RPA 236.5 km/s
 t=5 nm: ell=0.3333 nm, r=0.0992, cold 282.1, RPA 302.6 km/s
all t cross at wL: q=0.2271 nm^-1, edge 23.70 meV
all t cross at wT: q=0.2420 nm^-1, edge 25.59 meV
Cold |M|^2*area at q=0.10 nm^-1, eV^2 nm^2: lower, upper
 t=2 nm: 0.01171, 0.06162
 t=5 nm: 0.01592, 0.09660
 t=inf nm: 0.01914, 0.12547
Drude gate, wg=5.0 eV, q=0.10 nm^-1, t=5 nm
 channel modes 13.459, 35.170 meV
 gate phonon below wT by 1.109 ueV
 its |M|^2*area: 3.19e-09 eV^2 nm^2
 gate plasmon 1.792 eV
 wg doubled: shift / 3.999, |M|^2 / 15.995
max rel. error in w^2: ideal 2.9e-05, soft 1.7e-05
max rel. error in residue: ideal 6.6e-05, soft 5.5e-05
```
